# Powder-averaged EISF for two-site jumps, three-site jumps and rotation on a sphere

## Problem

A particle that scatters neutrons incoherently moves inside a powder sample. It stays at a distance \(r\) from a centre fixed in its crystallite. Three models of its motion are to be compared:

- jumps between two equally occupied sites on opposite sides of the centre;
- jumps between three equally occupied sites at the corners of an equilateral triangle about the centre;
- isotropic rotational diffusion on the sphere of radius \(r\).

In each jump model the particle goes from any site to any other site at the same rate \(k\). On the sphere the rotational diffusion constant is \(D\). The crystallites are randomly oriented and do not turn.

1. Express the elastic incoherent structure factor (EISF) through the equilibrium distribution of positions, and find the quasielastic line widths.
2. Calculate the powder-averaged EISF of each model.
3. Find its limit at large momentum transfer \(Q\), and bound the distance from that limit.
4. Decide whether data at small \(Q\) can distinguish the models.
5. Evaluate the results for \(r=1.25\) Å and \(\hbar k=\hbar D=1.0\times10^{-5}\) eV. These are round model parameters.

The algebra uses atomic units, so \(\hbar=1\) and \(\omega\) is both a frequency and an energy transfer. The motion is treated classically, which requires energy transfers small compared with the thermal energy.

## Solution

### 1. The elastic line as a long-time limit

Incoherent scattering correlates a particle with itself. For one crystallite the relevant function is

\[
I(\mathbf Q,t)=\left\langle e^{i\mathbf Q\cdot[\mathbf R(t)-\mathbf R(0)]}\right\rangle ,
\qquad
S(\mathbf Q,\omega)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{-i\omega t}I(\mathbf Q,t).
\]

Suppose that \(I\) tends to a constant \(A(\mathbf Q)\) as \(|t|\to\infty\). Writing \(I=A+(I-A)\) and transforming the constant gives \(A\,\delta(\omega)\), while the decaying remainder gives a spectrum of finite width. Since \(\int S\,d\omega=I(\mathbf Q,0)=1\), the coefficient \(A\) is the fraction of the intensity that is elastic. This fraction is the EISF.

Fast vibrations about the sites have been left out. If they are independent of the slow motion, well separated from it in frequency, and described by one isotropic Debye–Waller factor, that factor multiplies the elastic and quasielastic parts equally. It then cancels from the ratio of the elastic intensity to the sum of the elastic and quasielastic intensities, and this ratio is taken as the EISF. It does not cancel from the ratio to the total intensity, which includes the vibrational scattering.

**General expression.** Let site \(i\) at \(\mathbf R_i\) have equilibrium population \(p_i\). If every site can be reached from every other, the particle eventually forgets where it started. The joint probability of starting at \(i\) and ending at \(j\) then tends to \(p_ip_j\), so that

\[
A(\mathbf Q)=\sum_{i,j}p_ip_j\,e^{i\mathbf Q\cdot(\mathbf R_j-\mathbf R_i)}
=\Big|\sum_i p_i\,e^{i\mathbf Q\cdot\mathbf R_i}\Big|^2 .
\tag{1}
\]

For continuous motion the sum inside the modulus becomes an integral over the equilibrium density.

**Jump widths.** For \(N\) equivalent sites, the probability \(P_j\) of being at site \(j\) gains from the other sites and loses to them:

\[
\frac{dP_j}{dt}=k\sum_{m\ne j}P_m-(N-1)kP_j
=k(1-P_j)-(N-1)kP_j=k-NkP_j .
\]

The second form uses \(\sum_mP_m=1\). With the particle initially at \(i\), so that \(P_j(0)=\delta_{ij}\), the solution is

\[
P_j(t)=\frac1N+\Big(\delta_{ij}-\frac1N\Big)e^{-Nkt},\qquad t\ge0 .
\]

Now multiply by \(e^{i\mathbf Q\cdot(\mathbf R_j-\mathbf R_i)}\), sum over \(j\), and average over the \(N\) starting sites. The terms with \(1/N\) give \(A\) by equation (1), and the term with \(\delta_{ij}\) gives 1. Hence

\[
I(\mathbf Q,t)=A(\mathbf Q)+[1-A(\mathbf Q)]\,e^{-Nk|t|}.
\]

The modulus of \(t\) appears because the equilibrium process is the same when run backwards. The transform of \(e^{-\Gamma|t|}\) is

\[
\frac1{2\pi}\left(\frac1{\Gamma+i\omega}+\frac1{\Gamma-i\omega}\right)=\frac1\pi\frac{\Gamma}{\omega^2+\Gamma^2},
\]

a Lorentzian of half width at half maximum \(\Gamma=Nk\). The width is therefore \(2k\) for two sites and \(3k\) for three.

### 2. Powder averages

**One phase factor.** Averaging over crystallite orientations is equivalent to averaging over directions of \(\mathbf Q\) at fixed \(Q\). For a fixed vector \(\mathbf d\), let \(u\) be the cosine of the angle between \(\mathbf Q\) and \(\mathbf d\). It is uniformly distributed between \(-1\) and \(1\), so

\[
\overline{e^{i\mathbf Q\cdot\mathbf d}}
=\frac12\int_{-1}^{1}e^{iQdu}\,du
=\frac{e^{iQd}-e^{-iQd}}{2iQd}
=\frac{\sin Qd}{Qd}\equiv j_0(Qd).
\tag{2}
\]

**Any set of sites.** In equation (1) the terms with \(i=j\) give \(\sum_ip_i^2\). Each pair \(i<j\) occurs twice, with phases of opposite sign, and by equation (2) both average to \(j_0(Qd_{ij})\), where \(d_{ij}\) is the distance between the sites. Thus

\[
\overline A(Q)=\sum_ip_i^2+2\sum_{i<j}p_ip_j\,j_0(Qd_{ij}).
\tag{3}
\]

**Two sites.** Here \(p_i=1/2\) and \(d=2r\). With \(x=Qr\),

\[
A_2=\frac14+\frac14+2\cdot\frac14\,j_0(2x)
=\frac12\left[1+\frac{\sin2x}{2x}\right].
\tag{4}
\]

**Three sites.** Two corners of the triangle subtend an angle \(2\pi/3\) at the centre, so their distance is \(2r\sin(\pi/3)=\sqrt3\,r\). There are three pairs, and \(p_i=1/3\):

\[
A_3=3\cdot\frac19+2\cdot3\cdot\frac19\,j_0(\sqrt3x)
=\frac13\left[1+2\,\frac{\sin\sqrt3x}{\sqrt3x}\right].
\tag{5}
\]

**Sphere.** The equilibrium density is uniform over the directions of \(\mathbf R\). The integral inside the modulus in equation (1) is then the integral (2) with \(d=r\), although here it is the particle's position that varies while \(\mathbf Q\) is fixed. Its value is \(j_0(x)\), and

\[
A_{\rm s}=j_0(x)^2=\left(\frac{\sin x}{x}\right)^2 .
\tag{6}
\]

This does not depend on the direction of \(\mathbf Q\), so the powder average leaves it unchanged.

**The order of the operations.** The modulus in equation (1) is squared for each crystallite, and the resulting intensities are then averaged. If the amplitude were averaged first, each site of a jump model would contribute \(p_i\,j_0(Qr)\), because each lies at distance \(r\) from the centre. The sum would be \(j_0(x)\) and its square would be equation (6). That procedure describes a particle that itself visits all orientations. A particle jumping between sites in a fixed crystallite does not.

**Widths on the sphere.** Take the polar axis along \(\mathbf Q\) and let \(u\) now be the cosine of the particle's polar angle. The phase factor has the Legendre expansion

\[
e^{ixu}=\sum_{l=0}^{\infty}i^l(2l+1)j_l(x)P_l(u),
\]

where \(j_l\) are spherical Bessel functions. Each \(P_l\) is an eigenfunction of the angular Laplacian with eigenvalue \(-l(l+1)\), so under diffusion it decays as \(e^{-l(l+1)Dt}\). Multiply the evolved expansion by \(e^{-ixu}\) and average over the initial \(u\). The orthogonality relation \(\int_{-1}^1P_lP_m\,du=2\delta_{lm}/(2l+1)\), applied to the complex conjugate expansion, gives

\[
\frac12\int_{-1}^{1}e^{-ixu}P_l(u)\,du=(-i)^lj_l(x).
\]

Since \(i^l(-i)^l=1\), the result is

\[
I(Q,t)=\sum_{l=0}^{\infty}(2l+1)\,j_l(x)^2\,e^{-l(l+1)D|t|}.
\]

The term \(l=0\) does not decay and reproduces equation (6). The others are Lorentzians of half width \(l(l+1)D\), whose weights depend on \(Q\) while their widths do not.

### 3. Large momentum transfer

Because \(|\sin z|\le1\), we have \(|j_0(z)|\le1/z\) for \(z>0\). Equations (4) to (6) then give

\[
\left|A_2-\frac12\right|\le\frac1{4x},\qquad
\left|A_3-\frac13\right|\le\frac{2}{3\sqrt3\,x},\qquad
0\le A_{\rm s}\le\frac1{x^2}.
\tag{7}
\]

The limits follow:

\[
A_2\to\frac12,\qquad A_3\to\frac13,\qquad A_{\rm s}\to0
\qquad(Qr\to\infty).
\]

On the sphere, \(\sin^2x\) has mean \(1/2\) over a period. For \(x\gg1\) the factor \(1/x^2\) hardly changes over that period, so the local mean of \(A_{\rm s}\) is \(1/(2x^2)\).

The limits have a direct meaning. At large \(Q\) the phases between different sites average out over the powder, and the terms with \(i=j\) in equation (1) remain. Their sum \(\sum_ip_i^2\) is the probability that the particle, observed after a long time, is on the site where it started. This is \(1/2\) for two equal sites and \(1/3\) for three. On a continuous sphere the probability of being at precisely the starting point is zero.

Two conditions matter here.

- **Equal populations.** With populations \(0.7\) and \(0.3\), the two-site limit is \(0.7^2+0.3^2=0.58\), not \(1/2\). A plateau gives the number of sites directly only if they are known to be equally occupied. Three sites with populations \(2/3\), \(1/6\) and \(1/6\) have the limit \(4/9+2/36=1/2\), the same as two equal sites.
- **Powder averaging.** In a single crystal with \(\mathbf Q\) along the jump axis, equation (1) gives \(|(e^{ix}+e^{-ix})/2|^2=\cos^2x\). This keeps oscillating between 0 and 1 and has no limit.

For the two jump models the limits are not lower bounds on the curves; for the sphere the limit 0 is a lower bound, since \(A_{\rm s}\) is a square. The derivative

\[
j_0'(z)=\frac{z\cos z-\sin z}{z^2}
\]

vanishes where \(\tan z=z\). The first positive root is \(z=4.4934\), where \(j_0=-0.2172\). Both jump curves therefore dip below their plateaus. The sphere curve first reaches zero at \(x=\pi\).

### 4. Small momentum transfer

Insert \(j_0(z)=1-z^2/6+z^4/120-\dots\) into the three results:

\[
\begin{aligned}
A_2&=\frac12\left[2-\frac{4x^2}{6}+\frac{16x^4}{120}\right]+\dots
=1-\frac{x^2}{3}+\frac{x^4}{15}+\dots,\\
A_3&=\frac13\left[3-2\,\frac{3x^2}{6}+2\,\frac{9x^4}{120}\right]+\dots
=1-\frac{x^2}{3}+\frac{x^4}{20}+\dots,\\
A_{\rm s}&=1-\frac{2x^2}{6}+\left(\frac1{36}+\frac2{120}\right)x^4+\dots
=1-\frac{x^2}{3}+\frac{2x^4}{45}+\dots
\end{aligned}
\]

The quadratic terms agree for a general reason. To second order, equation (1) equals 1 minus the variance of \(\mathbf Q\cdot\mathbf R\). Averaged over orientations, that variance is \(Q^2/3\) times the mean-square distance from the mean position. In all three models the mean position is the centre, and this mean-square distance is \(r^2\).

Small-\(Q\) data thus determine the mean-square distance from the mean position. This gives \(r\) only when the mean position is the centre. For two sites with populations \(p_1\) and \(p_2\) the mean-square distance is \(r^2-(p_1-p_2)^2r^2=4p_1p_2r^2\). The three models separate first at order \(x^4\), and there only through the coefficients \(1/15\), \(1/20\) and \(2/45\).

### 5. Numerical example

For \(r=1.25\) Å the jump distances are \(2r=2.50\) Å and \(\sqrt3\,r=2.165\) Å. At \(Q=1.6\) Å\(^{-1}\), \(x=1.6\times1.25=2.0\), and

\[
\begin{aligned}
A_2&=\frac12\left[1+\frac{\sin4}{4}\right]=0.405,\\
A_3&=\frac13\left[1+2\,\frac{\sin(2\sqrt3)}{2\sqrt3}\right]=0.272,\\
A_{\rm s}&=\left(\frac{\sin2}{2}\right)^2=0.207 .
\end{aligned}
\]

Averaging the amplitude before squaring would have given \(0.207\) for all three models. Other values are:

| \(Q\) (Å\(^{-1}\)) | \(Qr\) | Two-site | Three-site | Sphere |
|---:|---:|---:|---:|---:|
| 0.4 | 0.5 | 0.9207 | 0.9197 | 0.9194 |
| 0.8 | 1.0 | 0.7273 | 0.7132 | 0.7081 |
| 2.4 | 3.0 | 0.4767 | 0.2198 | 0.0022 |
| 4.0 | 5.0 | 0.4728 | 0.3866 | 0.0368 |
| 8.0 | 10.0 | 0.5228 | 0.2949 | 0.0030 |

At \(Q=0.4\) Å\(^{-1}\) the largest difference between the models is \(0.9207-0.9194=0.0013\). At \(2.4\) Å\(^{-1}\) the three values are far apart.

**First minima.** The two jump curves have theirs at

\[
Q=\frac{4.4934}{2.5000\ \text{Å}}=1.797\ \text{Å}^{-1},\qquad
Q=\frac{4.4934}{2.1651\ \text{Å}}=2.075\ \text{Å}^{-1},
\]

with EISF values \((1-0.2172)/2=0.391\) and \((1-2\times0.2172)/3=0.189\). The sphere curve first vanishes at \(Q=\pi/(1.25\ \text{Å})=2.513\) Å\(^{-1}\). In atomic units these three momentum transfers are \(0.951\), \(1.098\) and \(1.330\) bohr\(^{-1}\).

**Approach to the limits.** Setting each bound in (7) equal to an absolute deviation of \(0.05\) gives

\[
x=\frac1{4(0.05)},\qquad x=\frac2{3\sqrt3(0.05)},\qquad x=\frac1{\sqrt{0.05}} .
\]

Division by \(r\) yields \(Q=4.00\), \(6.16\) and \(3.58\) Å\(^{-1}\) for two sites, three sites and the sphere. Beyond these values the curves are guaranteed to stay within \(0.05\) of their limits. The conditions are sufficient, and a curve may already be that close at a smaller \(Q\). At \(Q=32\) Å\(^{-1}\) the EISFs are \(0.4938\), \(0.3349\) and \(0.00035\).

**Line widths.** The half widths are \(2\hbar k=2.0\times10^{-5}\) eV for two sites and \(3\hbar k=3.0\times10^{-5}\) eV for three. On the sphere the first two components have \(2\hbar D=2.0\times10^{-5}\) eV and \(6\hbar D=6.0\times10^{-5}\) eV. The two-site line and the \(l=1\) line have equal widths for these parameters. At small \(Q\), where \(l=1\) carries most of the quasielastic weight of the sphere (93 % at \(0.8\) Å\(^{-1}\)), the width alone would not tell the motions apart, whereas the EISF at intermediate or large \(Q\) does.

At larger \(Q\) the weight on the sphere moves to higher \(l\), and the summed quasielastic line broadens. Its half width is about \(2.8\,\hbar D\) at \(2.4\) Å\(^{-1}\) and \(9.9\,\hbar D\) at \(4.0\) Å\(^{-1}\), while the jump widths stay fixed.

To measure the EISF, the instrument must resolve the quasielastic line from the elastic one. If the energy resolution is much coarser than these widths, quasielastic intensity is counted as elastic and the apparent EISF is too large. The apparent value is also too large if the energy window cuts off the quasielastic wings and no correction is made. For the sphere at \(4.0\) Å\(^{-1}\), a window of \(\pm3\hbar D\) gives \(0.21\) in place of \(0.037\).

The values at the largest \(Q\) are properties of the model and are hard to reach in a measurement. Elastic scattering has \(Q\le2k_i\), where \(k_i\) is the incident neutron wave number, so \(Q=4\), \(8\) and \(32\) Å\(^{-1}\) need incident energies of at least \(8.3\), \(33\) and \(530\) meV. Resolving \(2\times10^{-5}\) eV then needs relative resolutions finer than about \(2\times10^{-3}\), \(6\times10^{-4}\) and \(4\times10^{-5}\). The Debye–Waller factor also weakens the signal. For a root-mean-square vibration of \(0.15\) Å along each axis it is \(e^{-(8\times0.15)^2}=0.24\) at \(8\) Å\(^{-1}\).

The numerical check compares equations (4) to (6) with direct angular quadrature, and the time-dependent results with separate calculations of the jump and diffusion dynamics.

## Computed results

```
radius r = 1.25 angstrom
two-site jump distance = 2.5000 angstrom
three-site jump distance = 2.1651 angstrom
Q (1/angstrom), Qr, EISF: two-site, three-site, sphere
  0.4  0.5  0.9207  0.9197  0.9194
  0.8  1.0  0.7273  0.7132  0.7081
  1.6  2.0  0.4054  0.2723  0.2067
  2.4  3.0  0.4767  0.2198  0.0022
  4.0  5.0  0.4728  0.3866  0.0368
  8.0  10.0  0.5228  0.2949  0.0030
largest |formula - quadrature| = 3.6e-15
two-site at Q = 1.6 1/angstrom, wrong averaging order: 0.2067
three-site at Q = 1.6 1/angstrom, wrong averaging order: 0.2067
two-site quasielastic half width = 2.00e-05 eV
three-site quasielastic half width = 3.00e-05 eV
sphere half widths, l=1 and l=2 = 2.00e-05, 6.00e-05 eV
two-site small-Q coefficients of x^2, x^4 = -1/3, 1/15
three-site small-Q coefficients of x^2, x^4 = -1/3, 1/20
sphere small-Q coefficients of x^2, x^4 = -1/3, 2/45
first minimum of j0 at z = 4.4934, j0 = -0.2172
two-site first minimum: Q = 1.7974 1/angstrom = 0.9511 1/bohr, EISF = 0.3914
three-site first minimum: Q = 2.0754 1/angstrom = 1.0983 1/bohr, EISF = 0.1885
sphere first minimum: Q = 2.5133 1/angstrom = 1.3300 1/bohr, EISF = 0.0000
two-site within 0.05 of limit 0.5000 for Q >= 4.00 1/angstrom
three-site within 0.05 of limit 0.3333 for Q >= 6.16 1/angstrom
sphere within 0.05 of limit 0.0000 for Q >= 3.58 1/angstrom
quadrature EISF at Q = 32.0 1/angstrom: two-site 0.49379, three-site 0.33493, sphere 0.00035
sphere local mean of (Qr)^2 * EISF = 0.5000
two-site populations 0.7, 0.3: large-Q limit = 0.58
single crystal two-site EISF at Qr = 20 pi, 20.5 pi: 1.0000, 0.0000
```
